# Image energy of an electron midway between two grounded plates: a numerical check

```python
"""Image energy of an electron midway between grounded parallel plates.

Result under test: U = -e^2 ln(2) / (4 pi epsilon d).
d       : plate spacing
epsilon : absolute permittivity of the dielectric, kappa * epsilon_0
s       : distance from the left plate divided by d
Reduced lengths are in d, reduced energies in e^2/(4 pi epsilon d).
The zero of energy is the same charge in the unbounded dielectric.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import digamma

LN2 = np.log(2.0)


def image_energy(s):
    """Closed form for any position between the plates."""
    return 0.25 * (2*np.euler_gamma + digamma(s) + digamma(1-s))


def boundary_value_energy(s, size=48):
    """Solve for the induced potential at each lateral wavenumber."""
    nodes, weights = np.polynomial.legendre.leggauss(160)
    wavenumbers, weights = 30*(nodes+1), 30*weights
    z = np.cos(np.pi*(np.arange(size-2)+0.5)/(size-2))
    values = cheb.chebvander(z, size-1)
    second = 4*cheb.chebvander(z, size-3) @ cheb.chebder(np.eye(size), 2)
    ends = cheb.chebvander(np.array([-1.0, 1.0]), size-1)
    total = 0.0
    for k, weight in zip(wavenumbers, weights):
        matrix = np.vstack([second - k*k*values, ends])
        right = np.zeros(size)
        right[-2:] = -np.exp(-k*s), -np.exp(-k*(1-s))
        coefficients = np.linalg.solve(matrix, right)
        total += weight*cheb.chebval(2*s-1, coefficients)
    return 0.5*total


def central_images(offset, rho, odd_max, even_max):
    """Potential of the images alone for a charge on the midplane."""
    odd = np.arange(1, odd_max+1, 2, dtype=float)
    even = np.arange(2, even_max+1, 2, dtype=float)
    total = 0.0
    for sign, n in ((-1, odd), (1, even)):
        total += sign*np.sum(1/np.hypot(rho, n-offset))
        total += sign*np.sum(1/np.hypot(rho, n+offset))
    return total


# The boundary-value problem against the closed forms.
bvp_mid = boundary_value_energy(0.5)
assert abs(bvp_mid + LN2) < 1e-7
for position in (0.3, 0.42):
    assert abs(boundary_value_energy(position)
               - image_energy(position)) < 1e-7

# Direct image sum, and the vanishing of the potential on both plates.
count = 400000
direct_mid = 0.5*central_images(0, 0, count, count)
assert abs(direct_mid + LN2) < 1e-5
for rho in (0.0, 0.7, 2.0):
    for plate in (-0.5, 0.5):
        potential = 1/np.hypot(rho, plate)
        potential += central_images(plate, rho, count, count)
        assert abs(potential) < 1e-5
n = np.arange(-20000, 20001)
for rho in (0.2, 1.3):
    for plate in (0.0, 1.0):
        potential = np.sum(1/np.hypot(rho, plate-0.3-2*n)
                           - 1/np.hypot(rho, plate+0.3-2*n))
        assert abs(potential) < 1e-7

# An unbalanced order of summation leaves the plates at a potential.
wrong_plate = 1/np.hypot(0.7, 0.5)
wrong_plate += central_images(0.5, 0.7, count, 2*count)
wrong_energy = 0.5*central_images(0, 0, count, 2*count)
assert abs(wrong_plate - LN2) < 1e-5
assert abs(wrong_energy + 0.5*LN2) < 1e-5

# Force on an off-centre electron against the slope of the energy.
gap = 2*0.3 - 2*n
image_force = -np.sum(np.sign(gap)/gap**2)
step = 1e-4
slope = (image_energy(0.3+step) - image_energy(0.3-step))/(2*step)
assert abs(image_force + slope) < 1e-5

# Maxwell stress on one plate against the energy change on moving it.
nodes, weights = np.polynomial.legendre.leggauss(200)
radii, weights = 6*(nodes+1), 6*weights
m = np.arange(4000)
heights, signs = m+0.5, (-1.0)**m
field = 2*np.sum(signs*heights
                 / (radii[:, None]**2+heights**2)**1.5, axis=1)
plate_force = 0.25*np.sum(weights*radii*field**2)
moved = [image_energy(0.5/d)/d for d in (1-step, 1+step)]
assert abs(plate_force - LN2) < 1e-6
assert abs(plate_force - (moved[1]-moved[0])/(2*step)) < 1e-6

# The midplane is the maximum, and one plate dominates near its surface.
grid = np.linspace(0.01, 0.99, 99)
assert np.argmax(image_energy(grid)) == 49
assert abs(image_energy(1e-4)*4e-4 + 1) < 1e-6


def screened_energy(length, kappa):
    """Midplane energy with Thomas-Fermi plates; length is in d."""
    def integrand(k):
        inside = np.sqrt(k*k + length**-2)
        r = (kappa*k-inside)/(kappa*k+inside)
        return r*np.exp(-k)/(1-r*np.exp(-k))
    return quad(integrand, 0, 60, epsabs=1e-11, limit=200)[0]


# Weak field penetration acts as a retreat of each plate.
assert abs(screened_energy(1e-4, 2.5) + LN2/(1+5e-4)) < 1e-8


def sphere_energy(radius, distance, inside, outside):
    """Charge near a dielectric sphere, in e^2/(4 pi epsilon_outside)."""
    total = 0.0
    for order in range(1, 80):
        source = radius**order/distance**(order+1)
        matrix = [[1, -1], [inside*order, outside*(order+1)]]
        right = [source, outside*order*source]
        scattered = np.linalg.solve(matrix, right)[1]
        total += 0.5*scattered*(radius/distance)**(order+1)
    return total


# Weak contrast: compare with the field energy integrated in the sphere.
nodes, weights = np.polynomial.legendre.leggauss(60)
shell, shell_weight = 0.25*(nodes+1), 0.25*weights
square = 1+shell[:, None]**2-2*shell[:, None]*nodes
volume = 2*np.pi*np.sum(shell_weight[:, None]*weights
                        * shell[:, None]**2/square**2)
contrast = 1e-4
expected = -0.5*contrast*volume/(4*np.pi)
assert abs(sphere_energy(0.5, 1, 1+contrast, 1)/expected-1) < 1e-3


def charge_outside(height):
    """Induced-charge fraction beyond a centred strip on both plates."""
    return 4/np.pi*np.arctan(np.exp(-np.pi*height/2))


m = np.arange(200001)
terms = (-1.0)**m*np.arctan(1.0/(m+0.5))
strip_charge = 4/np.pi*(np.sum(terms)-0.5*terms[-1])
assert abs(1-strip_charge-charge_outside(2.0)) < 1e-8

# Rough values for porous organosilicate glass between copper lines.
spacing, line_height = 20.0, 40.0       # nm
kappa_static, kappa_optical = 2.5, 2.0
bias, temperature = 0.7, 300.0         # V, K
screening = 0.055                     # nm
pore_radius, pore_distance = 0.5, 1.0  # nm, centre to electron
barrier, mass_ratio = 3.5, 0.5         # eV, electron masses
breakdown = 5.0                      # MV/cm
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9  # eV nm
scale = coulomb/(kappa_static*spacing)
energy = -scale*LN2
optical = -coulomb*LN2/(kappa_optical*spacing)
thermal = const.k*temperature/const.e
equal_spacing = coulomb*LN2/(kappa_static*thermal)
slope_bias = bias/spacing
screened = scale*screened_energy(screening/spacing, kappa_static)
pore = coulomb/kappa_static*sphere_energy(
    pore_radius, pore_distance, 1, kappa_static)


def barrier_top(kappa):
    """Position and lowering of the highest point under bias."""
    def lowering(x):
        image = coulomb/(kappa*spacing)*image_energy(x/spacing)
        return slope_bias*x - image
    found = minimize_scalar(lowering, bounds=(0.1, spacing-0.1),
                            method="bounded", options={"xatol": 1e-8})
    return found.x, found.fun


def tunnelling_log(include_image):
    """Base-ten logarithm of the WKB factor at the Fermi level."""
    points = 200000
    x = (np.arange(points)+0.5)*spacing/points
    height = barrier-slope_bias*x
    if include_image:
        height += coulomb/(kappa_optical*spacing)*image_energy(x/spacing)
    root = np.sqrt(np.maximum(height, 0))
    factor = np.sqrt(2*mass_ratio*const.m_e*const.e)/const.hbar*1e-9
    return -2*factor*np.sum(root)*spacing/points/np.log(10)


top_static, low_static = barrier_top(kappa_static)
top_optical, low_optical = barrier_top(kappa_optical)
print("TESTS, reduced units")
print(f"ln 2: {LN2:.6f}")
print(f"midplane energy, boundary-value solution: {bvp_mid:.6f}")
print(f"midplane energy, direct image sum: {direct_mid:.6f}")
print(f"force on one plate, Maxwell stress: {plate_force:.6f}")
print(f"wrong order, plate potential: {wrong_plate:.5f}")
print(f"wrong order, apparent energy: {wrong_energy:.5f}")
print(f"image force at s=0.3: {image_force:.5f}")
print(f"minus energy slope at s=0.3: {-slope:.5f}")
print("EXAMPLE INPUTS, rough values")
print(f"spacing: {spacing:.1f} nm; line height: {line_height:.1f} nm")
print(f"kappa static: {kappa_static:.1f}; optical: {kappa_optical:.1f}")
print(f"bias: {bias:.1f} V; temperature: {temperature:.0f} K")
print(f"metal screening length: {screening:.3f} nm")
print(f"pore radius: {pore_radius:.1f} nm")
print(f"pore centre to electron: {pore_distance:.1f} nm")
print(f"barrier: {barrier:.1f} eV; mass: {mass_ratio:.1f} m_e")
print(f"breakdown field: {breakdown:.1f} MV/cm")
print("MIDPLANE RESULTS")
print(f"e^2/(4 pi epsilon_0): {coulomb:.5f} eV nm")
print(f"two isolated-plate energies added: {-scale:.5f} eV")
for terms_kept in (1, 2, 3, 4, 10):
    orders = np.arange(1, terms_kept+1)
    partial = scale*np.sum((-1.0)**orders/orders)
    print(f"energy with {terms_kept} image pairs: {partial:.5f} eV")
print(f"midplane energy, static kappa: {energy:.5f} eV")
print(f"midplane energy, static kappa: {energy*1000:.2f} meV")
print(f"midplane energy, optical kappa: {optical:.5f} eV")
print(f"thermal energy kT: {thermal:.5f} eV")
print(f"spacing where |U| = kT, static: {equal_spacing:.2f} nm")
print("BIAS AND NEGLECTED EFFECTS")
print(f"applied field: {10*slope_bias:.3f} MV/cm")
print(f"breakdown/applied field: {breakdown/(10*slope_bias):.1f}")
print(f"bias energy drop to midplane: {bias/2:.3f} eV")
print(f"barrier top from plate, static: {top_static:.3f} nm")
print(f"barrier lowering, static: {low_static:.4f} eV")
print(f"barrier top from plate, optical: {top_optical:.3f} nm")
print(f"barrier lowering, optical: {low_optical:.4f} eV")
print(f"plate retreat by screening: {kappa_static*screening:.4f} nm")
print(f"midplane energy with screening: {screened:.5f} eV")
print(f"screening change in |U|: {100*(screened/energy-1):.2f} %")
outside_percent = 100*charge_outside(line_height/spacing)
print(f"induced charge beyond line height: {outside_percent:.2f} %")
print(f"energy shift from one nearby pore: {pore:.5f} eV")
print(f"log10 WKB factor, no image: {tunnelling_log(False):.1f}")
print(f"log10 WKB factor, optical image: {tunnelling_log(True):.1f}")
print("all tests passed")
```

Printed output:

```
TESTS, reduced units
ln 2: 0.693147
midplane energy, boundary-value solution: -0.693147
midplane energy, direct image sum: -0.693146
force on one plate, Maxwell stress: 0.693147
wrong order, plate potential: 0.69315
wrong order, apparent energy: -0.34657
image force at s=0.3: -2.35283
minus energy slope at s=0.3: -2.35283
EXAMPLE INPUTS, rough values
spacing: 20.0 nm; line height: 40.0 nm
kappa static: 2.5; optical: 2.0
bias: 0.7 V; temperature: 300 K
metal screening length: 0.055 nm
pore radius: 0.5 nm
pore centre to electron: 1.0 nm
barrier: 3.5 eV; mass: 0.5 m_e
breakdown field: 5.0 MV/cm
MIDPLANE RESULTS
e^2/(4 pi epsilon_0): 1.43996 eV nm
two isolated-plate energies added: -0.02880 eV
energy with 1 image pairs: -0.02880 eV
energy with 2 image pairs: -0.01440 eV
energy with 3 image pairs: -0.02400 eV
energy with 4 image pairs: -0.01680 eV
energy with 10 image pairs: -0.01859 eV
midplane energy, static kappa: -0.01996 eV
midplane energy, static kappa: -19.96 meV
midplane energy, optical kappa: -0.02495 eV
thermal energy kT: 0.02585 eV
spacing where |U| = kT, static: 15.44 nm
BIAS AND NEGLECTED EFFECTS
applied field: 0.350 MV/cm
breakdown/applied field: 14.3
bias energy drop to midplane: 0.350 eV
barrier top from plate, static: 2.023 nm
barrier lowering, static: 0.1422 eV
barrier top from plate, optical: 2.260 nm
barrier lowering, optical: 0.1590 eV
plate retreat by screening: 0.1375 nm
midplane energy with screening: -0.01969 eV
screening change in |U|: -1.36 %
induced charge beyond line height: 5.50 %
energy shift from one nearby pore: 0.01290 eV
log10 WKB factor, no image: -111.6
log10 WKB factor, optical image: -109.2
all tests passed
```
